\section*{Strain splitting of the J=3/2 valence edge into two Kramers doublets, part 2}

The top of the valence band of a cubic semiconductor, at $\mathbf k=0$, is built from orbitals $|X\rangle,|Y\rangle,|Z\rangle$ with spin. Spin-orbit coupling, taken as unchanged by strain, puts the $J=1/2$ doublet $\Delta>0$ below the $J=3/2$ quartet. We study the quartet under small homogeneous strain.

Here $e_{ij}$ is the symmetric strain tensor: $e_{xy}$ is half the engineering shear angle, and positive $e_{xx}$ is extension. Energies are electron energies, so holes collect in the highest level. Angular momenta are in units of $\hbar$, and $m$ labels $J_z$. The sum $\sum_{(ij)}$ counts $xy,yz,zx$ once each, $\mathrm{Tr}\,e=e_{xx}+e_{yy}+e_{zz}$, and $e'_{ij}=e_{ij}-\tfrac13\delta_{ij}\mathrm{Tr}\,e$.

With deformation potentials $a,b,d$, the orbital strain matrix $D$ has $D_{XX}=a\,\mathrm{Tr}\,e+3b\,e'_{xx}$ and $D_{XY}=\sqrt3\,d\,e_{xy}$, and cyclically. Within the quartet it becomes
\begin{align}
H={}&a\,\mathrm{Tr}\,e-b\sum_ie_{ii}\bigl(J_i^2-\tfrac13J^2\bigr)\nonumber\\
&-\frac{d}{\sqrt3}\sum_{(ij)}e_{ij}(J_iJ_j+J_jJ_i).
\label{eq:H}
\end{align}
Five traceless matrices,
\begin{align}
\Gamma_1&=J_z^2-\tfrac54=\sigma_z\otimes\sigma_z,\nonumber\\
\Gamma_2&=(J_x^2-J_y^2)/\sqrt3=\sigma_x\otimes1,\nonumber\\
\Gamma_3&=(J_xJ_y+J_yJ_x)/\sqrt3=\sigma_y\otimes1,\nonumber\\
\Gamma_4&=(J_yJ_z+J_zJ_y)/\sqrt3=\sigma_z\otimes\sigma_y,\nonumber\\
\Gamma_5&=(J_zJ_x+J_xJ_z)/\sqrt3=\sigma_z\otimes\sigma_x,
\label{eq:G}
\end{align}
obey
\begin{equation}
\Gamma_\alpha\Gamma_\beta+\Gamma_\beta\Gamma_\alpha=2\delta_{\alpha\beta}.
\label{eq:anti}
\end{equation}
They give
\begin{equation}
H=a\,\mathrm{Tr}\,e+\sum_{\alpha=1}^5v_\alpha\Gamma_\alpha\equiv a\,\mathrm{Tr}\,e+v\cdot\Gamma,
\label{eq:vG}
\end{equation}
with
\begin{align}
v_1&=-b\bigl[e_{zz}-\tfrac12(e_{xx}+e_{yy})\bigr],\nonumber\\
v_2&=-\tfrac{\sqrt3}2\,b\,(e_{xx}-e_{yy}),\nonumber\\
v_3&=-d\,e_{xy},\quad v_4=-d\,e_{yz},\quad v_5=-d\,e_{zx}.
\label{eq:v}
\end{align}
Part (d) showed that $(v\cdot\Gamma)^2=\sum_\alpha v_\alpha^2\equiv R^2$, where
\begin{equation}
R^2=\tfrac32b^2\sum_ie_{ii}'^2+d^2\sum_{(ij)}e_{ij}^2.
\label{eq:dev}
\end{equation}
For $R>0$ the levels $a\,\mathrm{Tr}\,e\pm R$ are two Kramers doublets, split by $2R$.

\subsection*{(f) Heavy and light character}

States with $m=\pm3/2$ along an axis are called heavy along it, and those with $m=\pm1/2$ light. Find the heavy weight of the upper doublet along a unit vector $\mathbf n$.

\emph{Solution.} Let $G=v\cdot\Gamma/R$, so that $G^2=1$. The projectors on the upper and lower doublets are $P_\pm=(1\pm G)/2$. By \eqref{eq:anti}, $\Gamma_\alpha G=2v_\alpha/R-G\Gamma_\alpha$, and thus
\begin{align}
\Gamma_\alpha P_+&=\tfrac12\bigl(\Gamma_\alpha+2v_\alpha/R-G\Gamma_\alpha\bigr)
=P_-\Gamma_\alpha+v_\alpha/R,\nonumber\\
P_+\Gamma_\alpha P_+&=(v_\alpha/R)\,P_+,
\label{eq:PGP}
\end{align}
because $P_+P_-=0$. Every state of the upper doublet has the same mean value of $\Gamma_\alpha$, whichever combination of the two partners is chosen.

With $J_n=\mathbf n\cdot\mathbf J$,
\begin{align}
J_n^2-\tfrac54={}&\sum_in_i^2\bigl(J_i^2-\tfrac54\bigr)\nonumber\\
&+\sum_{(ij)}n_in_j(J_iJ_j+J_jJ_i).
\end{align}
This is the split part of \eqref{eq:H} with $e_{ij}\to n_in_j$, $-b\to1$ and $-d\to\sqrt3$. It equals $u\cdot\Gamma$, where
\begin{align}
u=\bigl(&n_z^2-\tfrac12(n_x^2+n_y^2),\ \tfrac{\sqrt3}2(n_x^2-n_y^2),\nonumber\\
&\sqrt3n_xn_y,\ \sqrt3n_yn_z,\ \sqrt3n_zn_x\bigr).
\label{eq:u}
\end{align}
The operator $J_n^2-5/4$ is $+1$ in heavy states and $-1$ in light ones, so the heavy weight is the mean of $(1+u\cdot\Gamma)/2$:
\begin{equation}
w_{\rm heavy}(\mathbf n)=\tfrac12\Bigl(1+\frac{u\cdot v}{R}\Bigr).
\label{eq:w}
\end{equation}
For a strain $e_{zz}$ alone, $v$ has only its first component and the doublets are purely heavy or purely light along $z$. With $b<0$ and $e_{zz}<0$ we have $v_1<0$, and the light doublet is on top.

\subsection*{(g) The price of leaving out the split-off states}

Find the leading shift, summed over the two doublets, caused by coupling to the $J=1/2$ states.

\emph{Solution.} Let $V=D-a\,\mathrm{Tr}\,e$, acting on all six states, and let $P$ and $Q$ project on $J=3/2$ and $J=1/2$. A quartet state $\psi$ acquires the split-off part $QV\psi/\Delta$, since the energy difference is $\Delta$ to leading order. This adds $PVQVP/\Delta$ to the quartet Hamiltonian, and the four level shifts add up to its trace.

The trace follows from
\begin{equation}
\mathrm{Tr}V^2=\mathrm{Tr}(PVP)^2+2\,\mathrm{Tr}(PVQVP)+\mathrm{Tr}(QVQ)^2.
\end{equation}
The last term vanishes, because $J=1/2$ states cannot carry a tensor of rank two. The first is $\mathrm{Tr}(v\cdot\Gamma)^2=4R^2$. For the left side, $V$ has diagonal elements $3b\,e'_{ii}$ and off-diagonal elements $\sqrt3\,d\,e_{ij}$ among the orbitals. With a factor two for spin and \eqref{eq:dev},
\begin{equation}
\mathrm{Tr}V^2=2\Bigl[9b^2\sum_ie_{ii}'^2+6d^2\sum_{(ij)}e_{ij}^2\Bigr]=12R^2.
\end{equation}
Hence $\mathrm{Tr}(PVQVP)=4R^2$. The four levels rise by $4R^2/\Delta$ in sum, and the two doublet energies by
\begin{equation}
\delta E_++\delta E_-=\frac{2R^2}{\Delta}.
\label{eq:so}
\end{equation}
The split-off doublet falls by the same amount. The quartet formula thus needs $R\ll\Delta$. How the rise is shared depends on the strain. For $e_{zz}$ alone $J_z$ is conserved, the states $m=\pm3/2$ have no split-off partner, and the light doublet takes all of it.

\subsection*{(h) A compressed film}

A p-type, germanium-like film with a $(001)$ surface carries the uniaxial stress $\sigma=-1$ GPa along $[110]$. Take the rough values $a=1.0$, $b=-2.5$, $d=-5.0$ eV, $\Delta=300$ meV, and elastic constants $C_{11}=130$, $C_{12}=50$, $C_{44}=65$ GPa. Find the levels and the character of the upper doublet.

\emph{Solution.} The stress components are $\sigma n_in_j$, so $\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=\sigma/2$ and the others vanish. Hooke's law reads $\sigma_{xx}=C_{11}e_{xx}+C_{12}(e_{yy}+e_{zz})$, cyclically, and $\sigma_{xy}=2C_{44}e_{xy}$. Subtracting the $zz$ equation from the $xx$ equation, and adding all three diagonal ones, gives
\begin{align}
e_{xx}-e_{zz}&=\frac{\sigma}{2(C_{11}-C_{12})}=-0.625\%,\nonumber\\
\mathrm{Tr}\,e&=\frac{\sigma}{C_{11}+2C_{12}}=-0.435\%,\nonumber\\
e_{xy}&=\frac{\sigma}{4C_{44}}=-0.385\%.
\end{align}
With $e_{xx}=e_{yy}$ these give $e_{xx}=-0.353\%$ and $e_{zz}=0.272\%$. From \eqref{eq:v}, $v_1=-b(e_{zz}-e_{xx})=15.62$ meV, $v_3=-d\,e_{xy}=-19.23$ meV, and the rest are zero. The splitting is
\begin{align}
2R&=|\sigma|\sqrt{\frac{b^2}{(C_{11}-C_{12})^2}+\frac{d^2}{4C_{44}^2}}\nonumber\\
&=2\sqrt{15.62^2+19.23^2}\ \text{meV}=49.6\ \text{meV},
\label{eq:110}
\end{align}
or 12.0 THz as a frequency. The common shift is $a\,\mathrm{Tr}\,e=-4.35$ meV, so the doublets lie at $20.4$ and $-29.1$ meV from the unstrained edge. Within the quartet, the same stress along $[001]$ would split them by 62.5 meV.

For $[001]$, $u=(1,0,0,0,0)$, and the heavy weight is $\tfrac12(1+15.62/24.78)=0.815$. For $[110]$, $u=(-\tfrac12,0,\tfrac{\sqrt3}2,0,0)$ and $u\cdot v=-7.81-16.65=-24.46$ meV. The light weight is $\tfrac12(1+24.46/24.78)=0.994$. The upper doublet is mostly heavy along the film normal and almost purely light along the stress.

Equation \eqref{eq:so} predicts a summed rise of $2(24.78)^2/300=4.09$ meV. Diagonalising all six states gives 3.77 meV; the difference is of the relative size $R/\Delta\approx0.08$ expected of the next order. The upper doublet takes nearly all of the rise, and the splitting becomes 52.9 meV, 6.7\% above the quartet value.

\subsection*{(i) Masses and warm holes}

Holes at 300 K are not at $\mathbf k=0$. Use the Luttinger Hamiltonian, which adds to \eqref{eq:vG} the terms $-A\gamma_1k^2+q\cdot\Gamma$. Here $A=\hbar^2/2m_0$, and $q$ follows from \eqref{eq:v} by $e_{ij}\to k_ik_j$, $-b\to2A\gamma_2$, $-d\to2\sqrt3A\gamma_3$. Take the rough values $\gamma_1,\gamma_2,\gamma_3=13.0,\,4.0,\,5.5$. Find the masses of the upper doublet and the thermal weight of its $\mathbf k=0$ states.

\emph{Solution.} The algebra of part (d) holds with $v$ replaced by $w=v+q$, and the upper band is $a\,\mathrm{Tr}\,e-A\gamma_1k^2+|w|$. For small $k$, $|v+q|\approx R+v\cdot q/R$. Setting the band equal to its edge minus $Ak^2m_0/m$ gives
\begin{equation}
\frac{m_0}{m}=\gamma_1-\frac{v\cdot q}{RAk^2}.
\end{equation}
Here $v/R=(0.631,0,-0.776,0,0)$. Along $[110]$, $q/(Ak^2)$ has first and third components $-\gamma_2=-4$ and $\sqrt3\gamma_3=9.53$, so $m_0/m=13+2.52+7.39=22.9$ and $m=0.044\,m_0$. Along $[1\bar10]$ the third component changes sign and $m=0.123\,m_0$. Along $[001]$, where the first component is $2\gamma_2$ and the third is zero, $m=0.126\,m_0$. At the band edge the upper doublet is light along the compression, and its in-plane mass is strongly anisotropic. The expansion requires $|q|\ll R$, whereas $k_BT$ at 300 K is about as large as $R$. These are therefore edge masses, not those of a typical warm hole. Since $|v+q|$ is never less than $R+v\cdot q/R$, the true band lies on or above the parabola, and away from the edge the holes can be markedly heavier: at $k_BT$ below the edge the mass defined by $Ak^2m_0/m=k_BT$ is larger by a factor of about 1.9 along $[1\bar10]$ and 1.25 along $[001]$, but by only 2\% along the stress. These masses, and the thermal averages below, belong to the quartet alone. Strain and motion together also mix in the split-off states, which at $\Delta=300$ meV turns the three masses into $0.039$, $0.169$ and $0.139\,m_0$, changes of about $-12$, $+37$ and $+11\%$ that strengthen the in-plane anisotropy; accurate values need all six states.

For the thermal weight, let $E_0=a\,\mathrm{Tr}\,e-A\gamma_1k^2$. Since $(w\cdot\Gamma)^2=|w|^2$, the even and odd powers in the exponential series sum separately:
\begin{align}
e^{H/k_BT}=e^{E_0/k_BT}\Bigl[&\cosh\frac{|w|}{k_BT}\nonumber\\
&+\frac{w\cdot\Gamma}{|w|}\sinh\frac{|w|}{k_BT}\Bigr].
\end{align}
The sign in the exponent is positive because holes favour high electron energy. Taking traces with $P_+$ and with unity, using $\mathrm{Tr}\,P_+=2$ and $\mathrm{Tr}(P_+\Gamma_\alpha)=2v_\alpha/R$, gives the share at one $\mathbf k$:
\begin{equation}
f(\mathbf k)=\tfrac12\Bigl[1+\frac{v\cdot w}{R|w|}\tanh\frac{|w|}{k_BT}\Bigr].
\end{equation}
At $\mathbf k=0$ and 300 K, with $k_BT=25.85$ meV, it is $1/(1+e^{-2R/k_BT})=0.872$. Averaged over all $\mathbf k$ with the weight $\mathrm{Tr}\,e^{H/k_BT}$, it falls to 0.707, and to 0.662 at 400 K with all material parameters held fixed. With all six states, and the six-state upper doublet as reference, the two shares are 0.75 and 0.69. A share of one half would mean no preference. The $\mathbf k=0$ levels therefore overstate how far the holes keep the character of the upper doublet: at finite $k$ the vector $q$ turns $w$ away from $v$. This share measures character, not the occupation of the upper band, whose states at finite $k$ are mixtures of both $\mathbf k=0$ doublets.

These averages use Boltzmann statistics. Counted from the upper edge, the effective density of states of the quartet is $2.5\times10^{18}$ cm$^{-3}$ (about $3.0\times10^{18}$ cm$^{-3}$ with all six states). A hole density of $10^{17}$ cm$^{-3}$ is 0.040 of it, so the occupation at the edge is about 4\% and Boltzmann statistics is adequate.

\subsection*{(j) Walls, gates and heat}

Compare the splitting with the effects of a 100 nm film thickness, a gate field of 0.1 MV/cm, and heating by 100 K.

\emph{Solution.} For motion along $z$ without strain, the heavy and light inverse masses are $g=\gamma_1\mp2\gamma_2=5$ and $21$, in units of $1/m_0$. Hard walls a distance $L$ apart raise the lowest hole level by $\pi^2Ag/L^2$. The light level lies higher in hole energy by $4\pi^2A\gamma_2/L^2$, since $21-5=4\gamma_2$; for $L=100$ nm this is 0.60 meV, which is negligible.

In a field with force $F$ towards a hard wall, the hole obeys $-Ag\psi''+Fz\psi=E\psi$. With $\ell=(Ag/F)^{1/3}$ the decaying solution is $\mathrm{Ai}(z/\ell-E/F\ell)$, and $\psi(0)=0$ gives
\begin{equation}
E=|a_1|\,(AgF^2)^{1/3},
\end{equation}
where $a_1$ is the first zero of the Airy function. Without strain, and within the quartet alone, the heavy and light levels lie at 62.4 and 100.7 meV. Their gap of 38.3 meV rivals the strain splitting, and the shear strain of part (h) mixes the two characters, so a gated channel needs strain and confinement solved together. The field is meant as a local one at the gated surface: the classical turning points of these levels lie only $E/F\approx6$ and 10 nm into the film. A constant field is only a rough model: with a dielectric constant near 16 it ends on about $9\times10^{11}$ holes per cm$^2$, nearly all the holes of a 100 nm film at $10^{17}$ cm$^{-3}$, and these screen it within the well. Held across all 100 nm the field would drop 1 V, more than the gap of germanium, and it would be close to bulk breakdown.

Suppose the film expands by 3.0 ppm/K more than a rigid substrate. Heating by 100 K adds $e_{xx}=e_{yy}=-0.030\%$, and the free surface, $C_{11}e_{zz}+2C_{12}e_{xx}=0$, adds $e_{zz}=0.023\%$. Then $v_1$ grows by $2.5\ \text{eV}\times0.053\%=1.3$ meV, and, with this strain simply added to that of part (h) and all constants held fixed, the quartet splitting rises from 49.6 to 51.3 meV.

The parameters stand for a germanium strain sensor or stressed p-channel and are good to one or two figures at best. A stress of 1 GPa is large, though of the order used in strained transistor channels. In a gated device the assumption of flat bands fails: without strain, the field used here already separates the heavy and light levels by 38 meV within the quartet, where this gap grows as $F^{2/3}$, and by 36 meV with all six states, where it grows somewhat more slowly. In silicon $\Delta$ is only about 40 meV, so at a similar $R$ the condition $R\ll\Delta$ fails and all six states are needed. The computed values are collected in the numerical output.

\section*{Computed results}
\begin{verbatim}
a, b, d = 1.0, -2.5, -5.0 eV
spin-orbit splitting delta = 300 meV
C11, C12, C44 = 130, 50, 65 GPa
Luttinger g1, g2, g3 = 13.0, 4.0, 5.5
stress along [110] = -1.0 GPa
exx = eyy = -0.3533 %
ezz = 0.2717 %
exy = -0.3846 %
trace of strain = -0.4348 %
common shift a Tr e = -4.35 meV
b part of R, |b(exx-ezz)| = 15.62 meV
d part of R, |d exy| = 19.23 meV
R = 24.78 meV
upper doublet = 20.43 meV
lower doublet = -29.13 meV
splitting 2R = 49.56 meV = 11.98 THz
splitting, same stress along [001] = 62.50 meV
ratio [111]/[001] splitting at equal uniaxial strain = 1.1547
upper doublet: weight of m=+-3/2 along [001] = 0.8153
upper doublet: weight of m=+-1/2 along [110] = 0.9937
-- neglected effects --
six-state upper doublet = 23.98 meV
six-state lower doublet = -28.90 meV
six-state splitting = 52.87 meV
change of splitting by split-off states = 6.7 %
estimate 2R^2/delta = 4.09 meV
six-state sum of doublet shifts = 3.77 meV
upper-doublet mass along [110] = 0.0436 m0
upper-doublet mass along [1-10] = 0.1230 m0
upper-doublet mass along [001] = 0.1257 m0
kT at 300 K = 25.85 meV
upper share at 300 K, k=0 levels only = 0.872
upper-doublet character at 300 K, all k = 0.707
upper-doublet character at 400 K, all k = 0.662
effective density of states at 300 K = 2.50e+18 cm^-3
hole density = 1.0e+17 cm^-3, ratio to it = 0.040
light-heavy confinement gap, 100 nm film = 0.60 meV
gate field = 0.1 MV/cm
lowest heavy level in gate field = 62.4 meV
lowest light level in gate field = 100.7 meV
light-heavy gap in gate field = 38.3 meV
expansion mismatch = 3.0 ppm/K, heating = 100 K
mismatch strain in plane = -0.030 %, normal = 0.0231 %
splitting with mismatch strain = 51.27 meV
\end{verbatim}
